\section*{The acceptor orbital of the vacancy-oxygen centre in silicon}

\section{Where the extra electron can go}

A silicon vacancy leaves four dangling bonds. When an oxygen atom enters and bridges two of them, the centre can still capture an electron. The oxygen, with two bonds and two lone pairs, offers no low empty orbital. A mirror exchanges the two broken bonds that remain, so an orbital of the symmetric centre cannot favour one of them. These two bonds hold two electrons, which pair up in a bonding orbital and leave its antibonding partner empty.

The captured electron enters the antibonding combination of the two remaining dangling bonds. This statement needs one correction, since symmetry admits a little of one oxygen lone pair. The derivation below finds the orbital, its energy in a two-orbital model, and what survives when the electrons interact.

\section{Geometry and symmetry}

Take $x$ along $[110]$, $y$ along $[1\bar10]$ and $z$ along $[001]$. The dangling hybrids $a,b$ sit on the upper pair of atoms, separated along $x$; $c,d$ sit on the lower pair, separated along $y$. Each hybrid points towards the vacancy. Oxygen lies on the $z$ axis and bridges $a$ and $b$. The nuclei are fixed, spin-orbit coupling is neglected, and all orbitals are real and orthonormal.

Two mirrors remain. $M_x:x\to-x$ exchanges $a$ and $b$; $M_y:y\to-y$ exchanges $c$ and $d$. With their product, a half-turn about $z$, they form the group $C_{2v}$. The signs under $(M_x,M_y)$ sort the orbitals:
\begin{align}
a_1\,(+,+)&:\quad a+b,\; c+d,\; s,\; p_z,\\
b_1\,(-,+)&:\quad a-b,\; p_x,\\
b_2\,(+,-)&:\quad c-d,\; p_y .
\end{align}
The one-electron Hamiltonian is unchanged by both mirrors, so it has no matrix element between different rows. The combination
\begin{equation}
u=\frac{c-d}{\sqrt2}
\end{equation}
can therefore mix with oxygen $p_y$, but not with oxygen $s$, $p_x$ or $p_z$. A $b_2$ orbital vanishes on the plane $y=0$, which contains the oxygen nucleus and both bridged silicon nuclei.

\section{One electron: from vacancy to bridge}

Measure energy from that of a dangling hybrid. In the bare vacancy let every pair of hybrids have matrix element $-t_0$, with $t_0>0$. Then
\begin{equation}
h=-t_0(J-1),
\end{equation}
where $J$ is the $4\times4$ matrix of ones. $J$ has eigenvalue 4 for the sum of all hybrids and 0 for the three combinations orthogonal to it. The levels are $-3t_0$ once and $+t_0$ three times. The state $u$ belongs to the triplet.

Now add oxygen. Its strong couplings to $a$ and $b$ act in the $a_1$ and $b_1$ rows. In the $b_2$ row,
\begin{equation}
\langle u|h|u\rangle=\tfrac12(h_{cc}+h_{dd}-2h_{cd})=t_0 .
\end{equation}
Let $\langle c|h|p_y\rangle=-w$. Since $M_y$ exchanges $c$ and $d$ and reverses $p_y$, $\langle d|h|p_y\rangle=+w$, and
\begin{equation}
\langle u|h|p_y\rangle=\frac{-w-w}{\sqrt2}=-\sqrt2\,w .
\end{equation}
With oxygen $p$ energy $e_p$, the secular equation is
\begin{equation}
(t_0-E)(e_p-E)-2w^2=0 .
\end{equation}
Define $\Delta=t_0-e_p>0$ and $\rho=\sqrt{\Delta^2/4+2w^2}$. The upper root is
\begin{equation}
E_{b_2}=\frac{t_0+e_p}{2}+\rho .
\end{equation}
The bridge couplings do not appear: at fixed values of the other parameters, a stronger bridge leaves this level where it is.

For the composition, write the state as $C_uu+C_pp_y$. The first row gives $(t_0-E)C_u=\sqrt2\,wC_p$, so $C_p^2/C_u^2=(E-t_0)^2/2w^2$. Here $E-t_0=\rho-\Delta/2$, while $2w^2=(\rho-\Delta/2)(\rho+\Delta/2)$. Hence
\begin{equation}
C_p^2=\frac{\rho-\Delta/2}{(\rho-\Delta/2)+(\rho+\Delta/2)}
=\frac12\left(1-\frac{\Delta}{2\rho}\right).
\end{equation}
For $w\ll\Delta$ the level is $t_0+2w^2/\Delta$ and the weight $2w^2/\Delta^2$. The lone pair lies below and pushes the acceptor up.

\subsection*{Filling the levels}

Symmetry fixes which orbitals can mix, not the order of the levels. Take round values $t_0=0.4$, $e_p=-6$, $w=0.3$ and an oxygen $s$ energy of $-20$, all in eV. Let the bridge couplings of each upper hybrid have magnitudes 3, 3 and 2.5~eV to $s$, $p_x$ and $p_z$, and let $c,d$ couple to $s$ and $p_z$ with magnitude $w$. The vacancy levels are $-1.2$ and $0.4$~eV (threefold). With oxygen they become
\begin{equation*}
-20.93,\;-8.11,\;-7.47,\;-6.03,\;-0.64,\;0.43,\;2.24,\;2.51\ \text{eV}.
\end{equation*}
Four dangling-bond electrons and six oxygen valence electrons fill five levels. The fifth has weight 0.91 on $(c+d)/\sqrt2$: it is the bond between the remaining atoms. The sixth is the $b_2$ level. Indeed $\Delta=6.4$~eV and $\rho=\sqrt{10.24+0.18}=3.228$~eV give $E_{b_2}=-2.8+3.228=0.428$~eV and $C_p^2=0.004$. The bridge has moved the antibonding Si--O levels above it. A bridge too weak to do so would spoil this order.

\section{Interacting electrons in the remaining pair}

Mean-field levels are not yet charging energies. Keep two orthonormal local orbitals $c,d$, equivalent under $M_y$, and freeze all other electrons in a closed-shell core. The orbitals may carry small tails, including the $p_y$ part. Let $h$ now include the field of the core. With $(pq|rs)$ the Coulomb integral between the products $pq$ and $rs$, in atomic units, define
\begin{align}
\alpha&=h_{cc},& t&=-h_{cd},& U&=(cc|cc),\\
V&=(cc|dd),& K&=(cd|cd),& X&=(cc|cd).
\end{align}
Use $g=(c+d)/\sqrt2$ and $u=(c-d)/\sqrt2$. Then $h_{gg}=\alpha-t$, $h_{uu}=\alpha+t$, and $h_{gu}=0$ by symmetry. The orbital products are
\begin{equation}
g^2,u^2=\tfrac12(c^2+d^2\pm2cd),\qquad gu=\tfrac12(c^2-d^2).
\end{equation}
Expanding the integrals gives
\begin{align}
J_{gg}&=\tfrac14(2U+2V+8X+4K)=\tfrac{U+V}{2}+K+2X,\\
J_{uu}&=\tfrac{U+V}{2}+K-2X,\\
J_{gu}&=\tfrac14(2U+2V-4K)=\tfrac{U+V}{2}-K,\\
K_{gu}&=(gu|gu)=\tfrac14(2U-2V)=\tfrac{U-V}{2}.
\end{align}
In $J_{uu}$ the terms linear in $cd$ change sign; in $J_{gu}$ they cancel.

\subsection*{Neutral centre: two electrons}

The configurations $g^2$ and $u^2$ are both even singlets and mix through $K_{gu}$. Their diagonal energies are
\begin{align}
2h_{gg}+J_{gg}&=M-2\tau_2,\qquad 2h_{uu}+J_{uu}=M+2\tau_2,\\
M&=2\alpha+\tfrac{U+V}{2}+K,\qquad \tau_2=t-X .
\end{align}
Apart from $M$, the matrix is
\begin{equation}
B=\begin{pmatrix}-2\tau_2&\delta\\ \delta&2\tau_2\end{pmatrix},
\qquad \delta=\frac{U-V}{2}.
\end{equation}
Multiplication gives $B^2=R^2$ times the unit matrix, with $R=\sqrt{\delta^2+4\tau_2^2}$. Its eigenvalues are $\pm R$, so
\begin{equation}
E_2=2\alpha+\frac{U+V}{2}+K-R .
\end{equation}
The projector on the lower state is $(1-B/R)/2$. Its first diagonal element is the weight of $g^2$:
\begin{equation}
Z=\frac12\left(1+\frac{2\tau_2}{R}\right).
\end{equation}

The triplet with one electron in each orbital has energy $h_{gg}+h_{uu}+J_{gu}-K_{gu}=2\alpha+V-K$. It lies above the singlet by
\begin{equation}
E_T-E_2=R-\delta-2K ,
\end{equation}
which must be positive for the neutral ground state assumed here. The open-shell singlet lies higher than the triplet by $2K_{gu}$, positive because $K_{gu}$ is the self-repulsion of the charge distribution $gu$.

\subsection*{Negative centre: three electrons}

For $g^2u$, count one $g$ pair and the interaction of $u$ with both $g$ electrons; exchange acts with the one of parallel spin:
\begin{align}
E_3&=2h_{gg}+h_{uu}+J_{gg}+2J_{gu}-K_{gu}\nonumber\\
&=3\alpha-t+\left(\tfrac{U+V}{2}+K+2X\right)+(U+V-2K)-\tfrac{U-V}{2}\nonumber\\
&=3\alpha+U+2V-K-\tau_3,\qquad \tau_3=t-2X .
\end{align}
The alternative $gu^2$ has $t\to-t$ and $X\to-X$, hence $+\tau_3$. The two have opposite parity and cannot mix. The negative ground state is $g^2u$ if $\tau_3>0$.

\section{The acceptor energy and what the electron enters}

Subtract the two ground-state energies:
\begin{equation}
A=E_3-E_2=\alpha+\frac{U+3V}{2}-2K-\tau_3+R .
\end{equation}
Since $t-2\tau_2=-t+2X=-\tau_3$, this becomes
\begin{equation}
A=\varepsilon_u+(R-2\tau_2),\qquad
\varepsilon_u=\alpha+t+\frac{U+3V}{2}-2K .
\end{equation}
Here $\varepsilon_u=h_{uu}+2J_{gu}-K_{gu}$ is the Hartree--Fock energy of the empty orbital in the field of the neutral determinant $g^2$. The bracket is the energy by which mixing with $u^2$ lowers the neutral pair. In this two-orbital space the negative ground state is a single determinant and has no such gain, so the gain is lost on capture.

To find the orbital, add a spin-up electron to the neutral state $\sqrt Z\,g^2-\sqrt{1-Z}\,u^2$. Adding $u$ to $g^2$ makes $g^2u$; adding it to $u^2$ is forbidden. Adding $g$ to $g^2$ is forbidden; adding it to $u^2$ makes $gu^2$, orthogonal to the final state. Up to an overall sign,
\begin{equation}
\langle3|a^\dagger_{u\uparrow}|2\rangle=\sqrt Z,\qquad
\langle3|a^\dagger_{g\uparrow}|2\rangle=0 .
\end{equation}
The addition amplitude is $\sqrt Z\,u$. Within the two-orbital space, correlation reduces its norm and leaves its shape alone. In the negative state the $g$ pair carries no spin, and the third electron has density $u^2$, so half the spin sits on each local orbital.

The symmetry part holds beyond two orbitals. If the neutral ground state is of type $A_1$ and the negative one of type $B_2$, the amplitude $\langle3|\psi^\dagger(\mathbf r)|2\rangle$ has $b_2$ symmetry and vanishes on $y=0$. Its radial form, its $p_y$ part and its tail in the crystal are not fixed by this argument.

\subsection*{Two limits}

If $2\tau_2\gg\delta$, then $R-2\tau_2\simeq(U-V)^2/16\tau_2$. The shift becomes small, $Z\to1$, and the molecular-orbital picture is recovered.

If the atoms are pulled apart until $t,X,K\to0$, then $R\to\delta$ and
\begin{equation}
A\to\alpha+\frac{U+3V}{2}+\frac{U-V}{2}=\alpha+U+V,\qquad Z\to\frac12 .
\end{equation}
The electron joins one already on its own atom, cost $U$, and sees one on the other, cost $V$. The singlet and triplet then become degenerate, as do the two negative states. A small distortion or electric field can then localize the charge on one atom, and the symmetric description fails.

\subsection*{A second electron}

With both orbitals full, $E_4=4\alpha+2U+4V-2K$. The next addition energy is
\begin{align}
A'&=E_4-E_3=\alpha+U+2V-K+\tau_3,\\
A'-A&=\frac{U+V}{2}+K+2\tau_3-R .
\end{align}
Whether a doubly negative centre is bound depends on screening and on the band edge, neither of which is in this model.

\section{Numbers for a cluster}

Cut the centre out of silicon as O(SiH$_3$)$_4$, with hydrogen replacing the second neighbours. The lattice constant is 5.431~\AA. The chosen distances are 3.10~\AA\ for the bridged pair, 1.65~\AA\ for Si--O, 1.48~\AA\ for Si--H and 3.50~\AA\ for the remaining pair; they are not an optimized geometry. The level of theory is Hartree--Fock with def2-SVP functions on Si and O and 6-31G on H. It leaves out electron correlation beyond the two-orbital treatment, the rest of the crystal and diffuse functions.

The highest filled and lowest empty orbitals serve as $g$ and $u$. They give, in eV,
\begin{align*}
\alpha&=-13.793,& t&=1.253,& U&=9.585,\\
V&=5.240,& K&=0.123,& X&=0.110 .
\end{align*}
Thus $\tau_2=1.143$ and $\tau_3=1.033$~eV. With $\delta=2.172$~eV,
\begin{align}
R&=\sqrt{2.172^2+(2\times1.143)^2}=3.153\ \text{eV},\\
\varepsilon_u&=-13.793+1.253+12.653-0.246=-0.133\ \text{eV},\\
A&=-0.133+(3.153-2.286)=0.73\ \text{eV}=0.027\ \text{hartree},\\
Z&=\tfrac12(1+2.286/3.153)=0.86 .
\end{align}
Diagonalizing the Hamiltonian in all 16 states of the two orbitals reproduces $E_2$, $E_3$ and $A$ within $2\times10^{-6}$ hartree. With the orbitals frozen, the pair correlation shift, 0.87~eV, changes even the sign of the addition energy relative to vacuum. These values are not converged in the basis, and the digits serve only to follow the arithmetic. On Si and O, def2-TZVP lowers $A$ by about 0.1~eV and the diffuse set def2-SVPD by about 0.25~eV; the correlation shift falls by 0.1 to 0.15~eV and $Z$ rises by about 0.02. The change of sign survives in both.

With the same frozen orbitals, the triplet lies $3.153-2.172-0.246=0.73$~eV above the neutral singlet, the same as $A$ to the printed digits. This is an accident of the chosen cluster. A constant potential added to $h$ shifts $A$ and leaves the triplet gap unchanged, so no identity can connect them.

In a symmetrically orthogonalized atomic basis, the computed acceptor orbital has weight 0.90 on the remaining silicon pair, 0.02 on the bridged pair, 0.05 on hydrogen and 0.034 on oxygen $p_y$. Its weights on oxygen $s$, $p_x$ and $p_z$ vanish to numerical precision. The $p_y$ weight is eight times that of the round-parameter model. With that model's other values held fixed, matching it would require $w\simeq0.9$~eV instead of 0.3~eV. These weights depend on the basis and on the partition. With def2-SVPD the pair weight falls to about 0.77 and the $p_y$ weight rises to about 0.06, while Mulliken populations put the $p_y$ part between about 0.01 and 0.08 depending on the basis. The factor of eight belongs to this one choice; what holds is that the lone-pair admixture is small, but larger than the first guess.

Moving the remaining pair to its ideal separation, 3.84~\AA, with the bridge held fixed, reduces $\tau_2$ to 0.79~eV and $\tau_3$ to 0.73~eV. Yet $A$ does not fall: it is 0.78~eV in this basis, and with def2-SVPD the two distances give the same $A$ within about 0.01~eV. A smaller bonding--antibonding coupling therefore does not by itself imply a lower acceptor energy: $\alpha$, $V$ and the correlation shift also depend on distance.

\section{What the frozen pair leaves out}

Let all orbitals of the anion readjust in an unrestricted Hartree--Fock calculation. Its energy falls 0.91~eV below the frozen-orbital value. This gain, which includes spin polarization, is about as large as the correlation shift and of opposite sign. The frozen pair therefore does not settle even the sign of the cluster's addition energy. The spin populations are 0.504 on each silicon atom of the pair in this basis and about 0.42 with def2-SVPD; the sharing stays equal, also when the calculation is started with the spin on one atom.

The spin density at the oxygen nucleus is $-0.16$~\AA$^{-3}$, although the acceptor orbital vanishes there. The unpaired electron makes the spin-up and spin-down densities of the filled orbitals differ. For scale, the hydrogen $1s$ density at its nucleus is $1/\pi a_0^3=2.15$~\AA$^{-3}$. A node in the orbital therefore does not imply zero contact spin density. The size of this value is not reliable: density at a nucleus depends strongly on the basis functions there, def2-SVP is small for this purpose, and the unrestricted determinant is not a pure spin state. The calculation illustrates the mechanism and does not predict a hyperfine constant.

The host also polarizes. For a unit charge in a sphere of radius $r=4$~\AA\ and relative permittivity 11.7 outside,
\begin{equation}
\frac{e^2}{8\pi\epsilon_0r}\left(1-\frac1{11.7}\right)=1.65\ \text{eV}.
\end{equation}
The energy varies as $1/r$; at this radius it exceeds $A$, which is therefore no estimate of a level depth in silicon. The unscreened separation $A'-A=6.4$~eV is likewise no estimate of a level spacing in silicon. The cluster supports the shape of the orbital, not its depth below a conduction band that the cluster does not possess.

\section{The centre in real silicon}

The measured acceptor level lies roughly 0.17~eV below the conduction-band edge. Take this depth, $E_d$, as an input. With a rough isotropic mass $m^*=0.26\,m_e$, the tail outside the core decays over
\begin{equation}
\frac{\hbar}{\sqrt{2m^*E_d}}=9.3\ \text{\AA}.
\end{equation}
This is longer than the cluster. The real orbital should therefore be less concentrated on the two atoms than the weight 0.90 suggests; the several anisotropic valleys of silicon make the length itself rough.

For occupation, the neutral singlet counts once and the negative doublet twice. Let $n$ be the free-electron density, with $n=N_ce^{-(E_c-\mu)/kT}$ in the non-degenerate regime. The ratio of negative to neutral centres is
\begin{equation}
\frac{N_-}{N_0}=2e^{(\mu-E_c+E_d)/kT}=\frac{2n}{N_c}e^{E_d/kT}.
\end{equation}
With a density-of-states mass of $1.08\,m_e$, $N_c\simeq2.8\times10^{19}$~cm$^{-3}$ at 300~K. For $n=10^{15}$~cm$^{-3}$ the ratio at 300~K is about 0.05, so about 5\% of the centres are negative. At 77~K, with $n$ and $E_d$ held fixed, practically all are.

The result depends strongly on $n$, which need not stay fixed. At 300~K, raising $n$ to $10^{16}$~cm$^{-3}$ makes the ratio about 0.5 and the negative fraction about one third. In a depletion region $n$ is far smaller and the equilibrium formula need not apply. On cooling, donors freeze out and the centres themselves remove carriers, so $n$ must then follow from charge neutrality.

The orbital assignment has its own conditions. Strain or a nearby defect that breaks both $M_y$ and the half-turn makes $c$ and $d$ unequal and admits oxygen $s$. Stress along $[100]$ acts differently: its shear in the $xy$ plane breaks both mirrors but keeps the half-turn, which still exchanges $c$ and $d$. They stay equivalent, and the orbital admits oxygen $p_x$ but not $s$. Oxygen can also move between pairs of silicon atoms, and each orientation has its own $u$. If the hopping rate is much larger than the frequency splitting between the spectra of these orientations, a measurement sees their average; if it is much smaller, the spectra stay separate. The numerical output below gives the values to more digits.

\section*{Numbers as computed}
\begin{verbatim}
MODEL: t, O s, O p, far coupling w (eV): 0.4 -20.0 -6.0 0.3
MODEL: bridge couplings to s, px, pz (eV): 3.0 3.0 2.5
Bare vacancy levels (eV): [-1.2  0.4  0.4  0.4]
Levels with oxygen (eV): [-20.93   -8.114  -7.472  -6.028  -0.636   0.428   2.238   2.514]
Model acceptor level: 0.4280 eV
Model oxygen py weight in acceptor: 0.00434
Weight of (c+d)/sqrt2 in highest filled level: 0.9106
CLUSTER: O(SiH3)4, HF, def2-SVP on Si,O and 6-31G on H
Lattice constant: 5.431 angstrom
Bridged Si-Si distance: 3.10 angstrom
Si-O distance: 1.65 angstrom
Si-H distance: 1.48 angstrom
Remaining Si-Si distance: 3.50 angstrom
Highest filled orbital energy: -7.2898 eV
alpha: -13.7931 eV
t: 1.2531 eV
U: 9.5853 eV
V: 5.2404 eV
K: 0.1230 eV
X: 0.1103 eV
tau2: 1.1428 eV
tau3: 1.0326 eV
R: 3.1534 eV
Mean-field acceptor level: -0.1328 eV
Correlation shift R-2tau2: 0.8677 eV
Addition energy A: 0.7349 eV
Addition energy A: 0.02701 hartree
Addition strength Z: 0.8624
Neutral triplet minus singlet: 0.7349 eV
Second minus first addition energy, unscreened: 6.4476 eV
Acceptor weight on remaining Si pair: 0.8950
Acceptor weight on bridged Si pair: 0.0167
Acceptor weight on all H: 0.0530
Acceptor weight on oxygen py: 0.034390
Largest weight on oxygen s, px, pz: 4.3e-28
Ideal-lattice pair distance: 3.840 angstrom
tau2 at ideal distance: 0.7889 eV
tau3 at ideal distance: 0.7305 eV
A at ideal distance: 0.7761 eV
Anion orbital relaxation energy: -0.9119 eV
Anion spin on the two Si atoms: 0.5039 0.5039
Anion spin density at O nucleus: -0.16306 angstrom^-3
HOST inputs: depth eV, tail mass, DOS mass, permittivity: 0.17 0.26 1.08 11.7
Born polarization energy, radius 4 angstrom: 1.65 eV
Host amplitude decay length: 9.3 angstrom
Free-electron density: 1.0e+15 cm^-3
Negative fraction at 300 K: 0.0485
Negative fraction at 77 K: 1.0000
\end{verbatim}
